\section*{Exchange energy density far from a finite system and Becke's 1988 functional, part 2}

How does the exchange energy per electron behave far outside a finite system, and can a density functional reproduce it? Hartree atomic units are used, with $r$ the distance from an origin inside the system. For a single determinant of orthonormal orbitals $\varphi_{i\sigma}$, each fully occupied or empty, define
\begin{equation}
\gamma_\sigma(\mathbf r,\mathbf r')=\sum_i \varphi_{i\sigma}(\mathbf r)\varphi_{i\sigma}^*(\mathbf r'),
\qquad
\rho_\sigma(\mathbf r)=\gamma_\sigma(\mathbf r,\mathbf r)=\sum_i|\varphi_{i\sigma}(\mathbf r)|^2 ,
\end{equation}
and $\rho=\rho_\uparrow+\rho_\downarrow$. The conventional exchange energy density is the integrand $e_x$ in
\begin{equation}
E_x=\int e_x(\mathbf r)\,d\mathbf r,\qquad
e_x=\sum_\sigma e_{x\sigma},\qquad
e_{x\sigma}(\mathbf r)=-\frac12\int\frac{|\gamma_\sigma(\mathbf r,\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d\mathbf r' .
\label{eq:ex}
\end{equation}
Other integrands give the same $E_x$, but the limit below belongs to this one. The exchange hole is $h_\sigma(\mathbf r,\mathbf r')=|\gamma_\sigma(\mathbf r,\mathbf r')|^2/\rho_\sigma(\mathbf r)$. It has unit charge and nowhere exceeds $\rho_\sigma(\mathbf r')$. If $\rho_\sigma(\mathbf r')\le Ke^{-\kappa r'}$ with positive constants $K$ and $\kappa$, it follows, uniformly in direction, that
\begin{equation}
e_{x\sigma}(\mathbf r)=-\frac{\rho_\sigma(\mathbf r)}{2r}\bigl[1+\delta_\sigma(\mathbf r)\bigr],
\qquad \delta_\sigma=O(1/r) .
\label{eq:spinlimit}
\end{equation}
The correction obeys
\begin{equation}
|\delta_\sigma(\mathbf r)|\le B_\sigma(\mathbf r)\equiv
\int\frac{\rho_\sigma(\mathbf r')\,r'}{|\mathbf r-\mathbf r'|}\,d\mathbf r' .
\label{eq:bound}
\end{equation}

A model with two equal-spin electrons serves as an example. Its orbitals are hydrogenic 1s and $2p_z$ for nuclear charge 2,
\begin{equation}
\varphi_1=\sqrt{\frac8\pi}\,e^{-2r},\qquad
\varphi_2=\frac{1}{\sqrt\pi}\,r\cos\theta\,e^{-r} ,
\end{equation}
with $z=r\cos\theta$. In the numerical output, "axis" is the $z$ axis, "nodal plane" is $z=0$, and "bound" is $B_\sigma$. On the axis the ratio of $e_x/\rho$ to $-1/(2r)$ is $1+3/r^2+\cdots$; in the nodal plane its correction is exponentially small. The output also includes a case in which $\varphi_2$ has occupation 0.5 in $\gamma_\sigma$, with (\ref{eq:ex}) kept. The hole charge and the ratio on the axis then both tend to 0.5, so integer occupation matters.

\section{The large-gradient form of Becke's functional}

For each spin, $\rho_\sigma$ is the density and $e_{x\sigma}$ the conventional exchange energy density of a finite one-determinant system with integer occupations. The exchange hole carries unit charge and lies under the fixed density of the system, which gave
\begin{equation}
\frac{e_{x\sigma}}{\rho_\sigma}\longrightarrow-\frac{1}{2r}
\label{eq:cond}
\end{equation}
at large distance $r$. Atomic units remain in use. The question is what (\ref{eq:cond}) demands of a functional that knows only the local density and its gradient.

Scaling fixes the form of such a functional. Compress the system by a factor $\lambda$, so that $\rho_\sigma(\mathbf r)$ becomes $\lambda^3\rho_\sigma(\lambda\mathbf r)$. All distances shrink by $\lambda$, and the exchange energy, a Coulomb energy, grows by $\lambda$; its density therefore grows by $\lambda^4$. The quantities $\rho_\sigma^{4/3}$ and $|\nabla\rho_\sigma|$ also grow by $\lambda^4$, so their ratio
\begin{equation}
x=\frac{|\nabla\rho_\sigma|}{\rho_\sigma^{4/3}}
\end{equation}
is unchanged. Since the exchange energy is a sum of separate spin contributions, an energy density with the right scaling is
\begin{equation}
e_{x\sigma}^{\rm GGA}=-\rho_\sigma^{4/3}\bigl[C_x+g(x)\bigr],\qquad g(0)=0 .
\label{eq:gga}
\end{equation}
The first term is the local density approximation (LDA), with the standard uniform-gas coefficient $C_x=\frac32(3/4\pi)^{1/3}$. Its value plays no part in the limit below.

Now consider a tail in which
\begin{equation}
\ln\rho_\sigma=-ar+o(r),\qquad \frac{|\nabla\rho_\sigma|}{\rho_\sigma}\to a>0 .
\label{eq:tail}
\end{equation}
Here $o(r)$ is a quantity that grows more slowly than $r$; it allows for a power of $r$ in front of the exponential. The LDA energy per electron, $-C_x\rho_\sigma^{1/3}$, decays as $e^{-ar/3}$ and is negligible beside $1/(2r)$. The whole limit must come from $g$. Writing $x=(|\nabla\rho_\sigma|/\rho_\sigma)\,\rho_\sigma^{-1/3}$ and taking the logarithm,
\begin{equation}
\ln x=\ln\frac{|\nabla\rho_\sigma|}{\rho_\sigma}-\frac13\ln\rho_\sigma
=\frac{ar}{3}+o(r)
\quad\Longrightarrow\quad
r\simeq\frac{3\ln x}{a} .
\label{eq:rofx}
\end{equation}
The reduced gradient grows without limit in the tail, although the gradient itself vanishes, and its logarithm measures the distance. Condition (\ref{eq:cond}) requires $\rho_\sigma^{4/3}g\simeq\rho_\sigma/(2r)$. Since $\rho_\sigma^{-1/3}\simeq x/a$,
\begin{equation}
g(x)\simeq\frac{\rho_\sigma^{-1/3}}{2r}
\simeq\frac{x}{a}\cdot\frac{a}{6\ln x}=\frac{x}{6\ln x}\qquad(x\to\infty) .
\label{eq:g}
\end{equation}
The decay constant $a$ has cancelled. Without this cancellation no single function $g$ could serve systems with different ionization energies. The 6 is the product of the 2 in $1/(2r)$ and the 3 that comes from $\rho_\sigma^{1/3}$.

The logarithm cannot be replaced by a power. If $g=bx^p$ at large $x$, the energy per electron is
\begin{equation}
-\rho_\sigma^{1/3}\,b\,x^p\simeq-ab\,x^{p-1} .
\end{equation}
It decays exponentially for $p<1$, tends to a constant for $p=1$, and grows exponentially for $p>1$. None of these is $1/r$.

Becke's functional, known as B88, uses
\begin{equation}
g_{\rm B88}(x)=\frac{\beta x^2}{1+6\beta x\,\mathrm{arcsinh}\,x},\qquad\beta=0.0042 .
\label{eq:b88}
\end{equation}
For small $x$ the denominator is close to one and $g\simeq\beta x^2$, a correction quadratic in the gradient. For large $x$ divide numerator and denominator by $\beta x$ and use $\mathrm{arcsinh}\,x=\ln(x+\sqrt{x^2+1})\simeq\ln2x$:
\begin{equation}
g_{\rm B88}=\frac{x}{6\,\mathrm{arcsinh}\,x+1/(\beta x)}
\simeq\frac{x}{6\ln2x} .
\label{eq:large}
\end{equation}
Since $\ln2x/\ln x\to1$, condition (\ref{eq:g}) is met. The parameter $\beta$ has dropped out, so the limit says nothing about it. Nor does the limit select the function arcsinh: $\mathrm{arcsinh}\,2x$ would do as well, because a constant factor inside the logarithm does not change the leading term. What the condition fixes is the product of the linear growth with the inverse logarithm, and the number 6. With a number $c$ in its place the energy per electron would tend to $-(6/c)/(2r)$. For the density $e^{-2r}$ at 10000 bohr the computed ratio to $-1/(2r)$ is 0.99979 with $c=6$ and 1.19975 with $c=5$, and a tenfold increase of $\beta$ leaves the first figure unchanged.

The approach to the limit is slow. With (\ref{eq:large}) and $\rho_\sigma^{1/3}x=|\nabla\ln\rho_\sigma|$, the ratio of the B88 energy per electron to $-1/(2r)$ is
\begin{equation}
Q(r)=2r\,\rho_\sigma^{1/3}\,\frac{x}{6\ln2x}
=\frac{r\,|\nabla\ln\rho_\sigma|}{3\ln2x} ,
\label{eq:Q}
\end{equation}
up to exponentially small terms. For a pure exponential $\rho_\sigma=Ae^{-ar}$ one has $3\ln2x=ar+3\ln2a-\ln A$, and therefore
\begin{equation}
Q(r)=\left[1+\frac{3\ln2a-\ln A}{ar}\right]^{-1} .
\end{equation}
With $A=a=1$ and $r=10000$ this is $1/(1+2.08\times10^{-4})=0.99979$, as computed from the full functional. Except for the special amplitude $A=(2a)^3$, at which its coefficient vanishes, the deviation falls only as $1/r$, and a prefactor $r^p$ in the density adds a term of order $(\ln r)/r$.

Helium shows what this means for an atom. The calculation is restricted Hartree--Fock, nonrelativistic, with a fixed point nucleus and no correlation. In a basis of exponentials times polynomials the total energy is $-2.86168$ hartree, and an independent Gaussian-basis calculation gives $-2.861679$ hartree against $-2.861680$, a difference of about $10^{-6}$ hartree. Each spin has a single orbital $\varphi$, so $\gamma_\sigma=\varphi(\mathbf r)\varphi^*(\mathbf r')$, the hole is $|\varphi(\mathbf r')|^2$ for every position of the electron, and $e_x/\rho=-V/2$, where $V$ is the Coulomb potential of $|\varphi|^2$.

The tail follows from the radial equation for $u=r\varphi$. Outside the charge cloud the nucleus and the other electron together attract like a unit charge. With orbital energy $\varepsilon$ and $\zeta=\sqrt{-2\varepsilon}$,
\begin{equation}
-\frac12u''-\frac1r\,u=\varepsilon u
\quad\Longrightarrow\quad
u''=\left(\zeta^2-\frac2r\right)u .
\end{equation}
Inserting $u\simeq r^qe^{-\zeta r}$ gives $u''/u=\zeta^2-2\zeta q/r+O(1/r^2)$, hence $q=1/\zeta$ and
\begin{equation}
\rho_\sigma\propto\frac{u^2}{r^2}\simeq r^pe^{-ar},\qquad a=2\zeta,\quad p=\frac2\zeta-2 .
\end{equation}
The computed $\varepsilon=-0.91796$ hartree gives $a=2.7099$ bohr$^{-1}$ and $p=-0.524$. Assumption (\ref{eq:tail}) therefore holds. The energies per electron, in hartree, are:

\begin{center}
\begin{tabular}{rccc}
$r$ (bohr) & Hartree--Fock & B88 & $-1/(2r)$\\
1 & $-0.4469$ & $-0.4160$ & $-0.5000$\\
2 & $-0.2479$ & $-0.2113$ & $-0.2500$\\
5 & $-0.1000$ & $-0.0764$ & $-0.1000$
\end{tabular}
\end{center}

The Hartree--Fock value has reached its limit at 5 bohr to the digits shown, because the hole is spherical and little of it lies farther out. B88 is there 24\% too small in magnitude. Its ratio to $-1/(2r)$ is 0.818 at 10 bohr, 0.941 at 40 bohr and 0.974 at 100 bohr. The last figure can be checked with (\ref{eq:Q}). The logarithmic slope is $a-p/r=2.7099+0.0052=2.7152$, and the computed $\ln x=92.266$ gives $\ln2x=92.959$, so
\begin{equation}
Q=\frac{100\times2.7152}{3\times92.959}=0.9736 .
\end{equation}
B88 thus obeys the condition as a limit, but in helium it is still several per cent away where the density has long become negligible.

The total exchange energy is much better. Hartree--Fock gives $-1.02577$ hartree, or $-27.913$ eV; on the same density the LDA gives $-0.88405$ hartree and B88 gives $-1.02546$ hartree. The LDA error is 14\% of the Hartree--Fock exchange energy and the B88 error 0.03\%. This agreement is not evidence for the tail condition. The parameter $\beta$ was fitted to exchange energies of free atoms, helium among them, and the table shows B88 too shallow at all three radii. If it is too shallow throughout that range, it must be too deep elsewhere for the integrals to agree.

The limit of B88 depends on the exponential decay assumed in (\ref{eq:tail}). For a Gaussian tail $\rho_\sigma=e^{-\alpha r^2}$ the logarithmic slope is $2\alpha r$, and $3\ln2x=\alpha r^2+3\ln(4\alpha r)$. Equation (\ref{eq:Q}) then gives
\begin{equation}
Q(r)=\frac{2\alpha r^2}{\alpha r^2+3\ln(4\alpha r)}\longrightarrow2 ,
\end{equation}
and the energy per electron tends to $-1/r$; the computed ratio for $\alpha=1$ at 200 bohr is 1.9990. The conventional energy density of a Gaussian orbital still tends to $-\rho/(2r)$, since the hole argument needs only an upper bound $Ke^{-\kappa r}$ on the density, which a Gaussian satisfies. An atom computed with a finite Gaussian basis has a Gaussian tail at sufficiently large distance, so the B88 limit cannot be read off there.

Nodal planes are a second exception. In the model with $\varphi_1=\sqrt{8/\pi}\,e^{-2r}$ and $\varphi_2=z\,e^{-r}/\sqrt\pi$, the density near the plane $z=0$ is $(z^2e^{-2r}+8e^{-4r})/\pi$. At $z=\sqrt8\,e^{-r}$ the two terms are equal, and the logarithmic slope across the plane is
\begin{equation}
\frac{1}{\rho_\sigma}\frac{\partial\rho_\sigma}{\partial z}
\simeq\frac{2z}{z^2+8e^{-2r}}=\frac1z=\frac{e^r}{\sqrt8} .
\end{equation}
There $\ln2x\simeq r+4r/3=7r/3$, and the B88 energy per electron, $-|\nabla\ln\rho_\sigma|/(6\ln2x)$, is about $-e^r/(14\sqrt8\,r)$. It grows exponentially with distance in a layer that becomes exponentially thin, whereas the conventional energy density keeps its limit uniformly in direction. The failure is not confined to that layer. At a fixed height $z\neq0$ the density tends to $z^2e^{-2r}/\pi$, whose logarithmic slope has the component $2/z$ across the plane and $2$ along it, while $3\ln2x\simeq2r$; equation (\ref{eq:Q}) then gives $Q\to\sqrt{1+1/z^2}$ with $z$ in bohr. Along a ray at a fixed angle to the plane $z$ grows with $r$ and $Q\to1$, and the same limit holds in the plane itself.

Finally, a correct energy density does not imply a correct potential. Let $f(\rho_\sigma,s)$ be the energy density (\ref{eq:gga}) with $s=|\nabla\rho_\sigma|$. A variation of the density changes $s$ by $\nabla\rho_\sigma\cdot\nabla\delta\rho_\sigma/s$, and integration by parts gives
\begin{equation}
v_{x\sigma}=\frac{\partial f}{\partial\rho_\sigma}
-\nabla\cdot\left(\frac{\partial f}{\partial s}\frac{\nabla\rho_\sigma}{s}\right) .
\end{equation}
For a spherical density that falls outward, $\nabla\rho_\sigma/s=-\hat{\mathbf r}$. From $\partial x/\partial s=\rho_\sigma^{-4/3}$ and $\partial x/\partial\rho_\sigma=-4x/(3\rho_\sigma)$ one finds $\partial f/\partial s=-g'$ and $\partial f/\partial\rho_\sigma=-\frac43\rho_\sigma^{1/3}(C_x+g-xg')$. Dropping the exponentially small LDA term,
\begin{equation}
v_{x\sigma}\simeq-\frac43\rho_\sigma^{1/3}(g-xg')-\frac{2g'}{r}-g''\frac{dx}{dr} .
\label{eq:v}
\end{equation}
For $\rho_\sigma=Ae^{-ar}$ we have $\rho_\sigma^{1/3}=a/x$ and $dx/dr=ax/3$. With $L=\ln2x$ and $g=x/(6L)$,
\begin{equation}
g'=\frac1{6L}-\frac1{6L^2},\qquad
g-xg'=\frac{x}{6L^2},\qquad
g''=-\frac1{6xL^2}+\frac1{3xL^3} .
\end{equation}
Since $L\simeq ar/3$, the leading parts of the three terms in (\ref{eq:v}) are
\begin{equation}
v_{x\sigma}\simeq-\frac{2a}{9L^2}-\frac{1}{3rL}+\frac{a}{18L^2}
\simeq\frac{1}{ar^2}\left(-2-1+\frac12\right)=-\frac{5}{2ar^2} .
\end{equation}
The functional derivative of the full B88 functional at 10000 bohr gives $ar^2v_{x\sigma}=-2.499$ for both $a=1$ and $a=3$. In helium the exchange energy is $-\frac12\sum_\sigma\iint\rho_\sigma(\mathbf r)\rho_\sigma(\mathbf r')/|\mathbf r-\mathbf r'|\,d\mathbf r\,d\mathbf r'$, and its derivative with respect to $\rho_\sigma$ is $-V$, which tends to $-1/r$. The B88 potential decays one power of $r$ faster. The remaining values for the model tails and for helium are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
MODEL: same-spin 1s and 2p_z, nuclear charge 2
ratio = (e_x/rho)/(-1/(2r)); bound = limit on |ratio-1|
r= 10 bohr: axis 1.029998 (bound 0.3355), nodal plane 1.000000 (bound 0.3198)
r= 20 bohr: axis 1.007500 (bound 0.1638), nodal plane 1.000000 (bound 0.1618)
r= 40 bohr: axis 1.001875 (bound 0.0814), nodal plane 1.000000 (bound 0.0812)
r= 80 bohr: axis 1.000469 (bound 0.0406), nodal plane 1.000000 (bound 0.0406)
2p_z occupation 0.5, axis, r=80 bohr: hole charge 0.500000, ratio 0.500234
B88 TAILS: ratio of energy per electron to -1/(2r)
exp(-a r), a=1 bohr^-1, r=10000 bohr: 0.999792
exp(-a r), a=2 bohr^-1, r=10000 bohr: 0.999792
exp(-a r), a=5 bohr^-1, r=10000 bohr: 0.999862
a=2, factor 6 replaced by 5: 1.199751
a=2, beta ten times larger: 0.999792
Gaussian exp(-r^2), r=200 bohr: 1.998998
B88 potential times a r^2, a=1, r=10000 bohr: -2.49917
B88 potential times a r^2, a=3, r=10000 bohr: -2.49928
HELIUM: restricted Hartree-Fock
total energy: -2.861680 hartree
total energy, Gaussian-basis check: -2.861679 hartree
orbital energy: -0.917956 hartree
density decay constant a = 2 sqrt(-2 eps): 2.70992 bohr^-1
exchange energy, Hartree-Fock: -1.02577 hartree = -27.913 eV
exchange energy, LDA: -0.88405 hartree
exchange energy, B88 with beta=0.0042: -1.02546 hartree
He exchange energy per electron (hartree); ratio = B88/(-1/(2r))
r=1 bohr: HF -0.44694, B88 -0.41603, -1/(2r) -0.50000, ratio 0.8321
r=2 bohr: HF -0.24785, B88 -0.21125, -1/(2r) -0.25000, ratio 0.8450
r=5 bohr: HF -0.10000, B88 -0.07637, -1/(2r) -0.10000, ratio 0.7637
r=10 bohr: ln x 10.580, B88 -4.0920e-02, -1/(2r) -5.0000e-02, ratio 0.81841
r=20 bohr: ln x 19.727, B88 -2.2335e-02, -1/(2r) -2.5000e-02, ratio 0.89339
r=40 bohr: ln x 37.910, B88 -1.1757e-02, -1/(2r) -1.2500e-02, ratio 0.94054
r=100 bohr: ln x 92.266, B88 -4.8680e-03, -1/(2r) -5.0000e-03, ratio 0.97360
r=1000 bohr: ln x 905.642, B88 -4.9842e-04, -1/(2r) -5.0000e-04, ratio 0.99685
r=10000 bohr: ln x 9035.792, B88 -4.9982e-05, -1/(2r) -5.0000e-05, ratio 0.99964
\end{verbatim}
